# Errors of truncated CI and CC relative to full CI: a numerical check

```python
# Result under test: errors dE = E(method) - E(FCI) of CI(n) and CC(n), n = 2,3,4 (highest
# excitation rank kept), for H2O/6-31G, frozen O 1s, at R(OH) and 2R(OH), RHF reference |0>.
# Both methods solve P_n (H-E)|c> = 0, <0|c> = 1; CI sets ranks > n of c to zero, CC takes
# c = exp(T)|0>. Claims: this equals the linked CC equations; dE = -<Psi|Q(H-E)|c>/<Psi|c>;
# for H(z) = F + zV the error starts at order 2*ceil((n+1)/2) (CI) and floor(3n/2)+1 (CC);
# CC is additive for noninteracting systems, CI is not.
# Symbols: t,T cluster amplitudes; c,C CI coefficients; Psi FCI state; eps orbital energies.
import numpy as np
from functools import lru_cache, reduce
from itertools import combinations
from scipy.sparse import csr_matrix
from scipy.constants import physical_constants, N_A
from pyscf import gto, scf, cc, ci, fci, symm
from pyscf.fci import cistring, direct_spin1_symm

KJMOL = physical_constants['Hartree energy'][0] * N_A / 1e3
NAMES = {2: 'SD', 3: 'SDT', 4: 'SDTQ'}

def phase(s, holes, parts):
    sign = 1
    for p in holes + parts:
        if (s & ((1 << p) - 1)).bit_count() & 1:
            sign = -sign
        s ^= 1 << p
    return sign

@lru_cache(None)
def string_tables(norb, nocc):
    # rows (K, I, J, sign, I holds first hole of K, rank I) with tau_I |J> = sign |K>
    strs = [int(s) for s in cistring.make_strings(list(range(norb)), nocc)]
    where = {s: i for i, s in enumerate(strs)}
    ref, rows = strs[0], []
    assert ref == (1 << nocc) - 1
    for K, s in enumerate(strs):
        holes = [i for i in range(nocc) if not s >> i & 1]
        parts = [a for a in range(nocc, norb) if s >> a & 1]
        for r in range(len(holes) + 1):
            for h in combinations(holes, r):
                for p in combinations(parts, r):
                    m = sum(1 << x for x in h + p)
                    rows.append((K, where[ref ^ m], where[s ^ m], phase(s ^ m, h, p) * phase(ref, h, p),
                                 int(r > 0 and h[0] == holes[0]), r))
    return strs, np.array(rows)

class Space:
    """Totally symmetric Ms=0 determinants, vectors symmetric under alpha<->beta."""
    def __init__(self, h1, eri, eps, sym, nocc, rowrank):
        norb = len(eps)
        strs, tri = string_tables(norb, nocc)
        ns = len(strs)
        occ = np.array([[s >> p & 1 for p in range(norb)] for s in strs])
        srank = occ[:, nocc:].sum(1)
        irr = np.bitwise_xor.reduce(occ * sym, axis=1)
        base, pos = np.zeros(ns, int), np.zeros(ns, int)
        members = [np.where(irr == g)[0] for g in range(4) if (irr == g).any()]
        off, offs = 0, []
        for m in members:
            pos[m] = np.arange(len(m)); base[m] = off + pos[m] * len(m)
            offs.append(off); off += len(m) ** 2
        IA = np.concatenate([np.repeat(m, len(m)) for m in members])
        IB = np.concatenate([np.tile(m, len(m)) for m in members])
        self.dim, self.ns, self.full, self.strs = off, ns, IA * ns + IB, strs
        self.rank, self.srank = srank[IA] + srank[IB], srank
        self.tr, self.ref = base[IB] + pos[IA], base[0] + pos[0]
        self.fock = (occ @ eps)[IA] + (occ @ eps)[IB]
        link = cistring.gen_linkstr_index(list(range(norb)), nocc).astype(int)
        pq, J, sg = link[..., 0] * norb + link[..., 1], link[..., 2], link[..., 3]
        nl, e2 = J.shape[1], eri.reshape(norb ** 2, -1)
        k1 = (h1 - 0.5 * np.einsum('prrq->pq', eri)).ravel()
        I = np.arange(ns)
        haa = np.bincount((J * ns + I[:, None]).ravel(), (k1[pq] * sg).ravel(), ns * ns)
        haa += np.bincount((J[J] * ns + I[:, None, None]).ravel(),
                           (0.5 * e2[pq[J], pq[:, :, None]] * sg[J] * sg[:, :, None]).ravel(), ns * ns)
        haa = haa.reshape(ns, ns)
        self.blocks = [(o, len(m), haa[np.ix_(m, m)]) for o, m in zip(offs, members)]
        rows = np.where((IA >= IB) & (self.rank <= rowrank))[0]
        self.rows = rows = rows[np.argsort(self.rank[rows], kind='stable')]
        lsym = (sym[link[..., 0]] ^ sym[link[..., 1]]).astype(np.int8)
        mask = lsym[IA[rows]][:, :, None] == lsym[IB[rows]][:, None, :]
        r, la, lb = np.nonzero(mask)
        fa, fb = (IA[rows] * nl)[r] + la, (IB[rows] * nl)[r] + lb
        self.val = e2.ravel()[(pq * norb ** 2).ravel()[fa] + pq.ravel()[fb]] * (sg.ravel()[fa] * sg.ravel()[fb])
        self.col = base[J].ravel()[fa] + pos[J].ravel()[fb]
        self.ptr = np.concatenate([[0], np.cumsum(mask.sum((1, 2)))])
        self.cache = {}
        key = ((srank[tri[:, 0]] * 5 + tri[:, 5]) * 4 + irr[tri[:, 0]]) * 4 + irr[tri[:, 1]]
        group = {int(k): tri[key == k] for k in np.unique(key)}
        lists = {}
        for keya, A in group.items():
            A = A[A[:, 4] == 1]
            for keyb, B in group.items():
                ka, ia, kb, ib = keya // 80, keya // 16 % 5, keyb // 80, keyb // 16 % 5
                if len(A) == 0 or keya % 16 != keyb % 16 or kb > ka or ka + kb > 6 or ia + ib == ka + kb:
                    continue
                item = [(base[A[:, x]][:, None] + pos[B[:, x]]).ravel() for x in range(3)]
                item.append(np.outer(A[:, 3], B[:, 3]).ravel() * (0.5 if ka == kb else 1.0))
                lists.setdefault((ka + kb, ia + ib), []).append(item)
        self.prod = {k: [np.concatenate(x) for x in zip(*v)] for k, v in lists.items()}

    def sigma(self, c, n):  # H c, valid on ranks <= n
        if n not in self.cache:
            m = int((self.rank[self.rows] <= n).sum()); e = self.ptr[m]
            self.cache[n] = (self.rows[:m], csr_matrix((self.val[:e], self.col[:e], self.ptr[:m + 1]), shape=(m, self.dim)))
        rows, hab = self.cache[n]
        out = np.zeros(self.dim)
        out[rows] = out[self.tr[rows]] = hab @ c
        for o, m, h in self.blocks:
            x = h @ c[o:o + m * m].reshape(m, m)
            out[o:o + m * m] += (x + x.T).ravel()
        return out

    def disconnected(self, t, c, k, n):
        d = np.zeros(self.dim)
        for j in range(1, min(n, k - 1) + 1):
            if (k, j) in self.prod:
                K, I, J, w = self.prod[k, j]
                d += np.bincount(K, w * t[I] * c[J], self.dim)
        return d + d[self.tr]

    def complete(self, x, n):  # from c on ranks <= n: T, and exp(T)|0> up to rank n+2
        c, t = x.copy(), x.copy()
        t[self.ref] = 0.0
        for k in range(2, min(n + 2, 6) + 1):
            d = self.disconnected(t, c, k, n)
            if k <= n: t -= d
            else: c += d
        return c, t

    def solve(self, kind, n, start, tol):
        idx = np.where((self.rank <= n) & (self.rank > 0))[0]
        den = self.fock[idx] - self.fock[self.ref]
        x = np.zeros(self.dim); x[idx] = start[idx]; x[self.ref] = 1.0
        window, xs, rs = max(3, min(12, len(idx) // 4)), [], []
        for it in range(400):
            c, t = self.complete(x, n) if kind == 'CC' else (x, None)
            s = self.sigma(c, n); e = s[self.ref]
            res = s[idx] - e * c[idx]
            if np.linalg.norm(res) < tol:
                return e, c.copy(), t
            xs, rs = (xs + [x[idx] - res / den])[-window:], (rs + [res / den])[-window:]
            R = np.array(rs); G = R @ R.T; sc = 1 / np.sqrt(np.diag(G))
            y = sc * np.linalg.solve(G * np.outer(sc, sc) + 1e-10 * np.eye(len(sc)), sc)
            x[idx] = (y / y.sum()) @ np.array(xs)
        raise AssertionError('no convergence ' + kind + str(n))

    def ladder(self, tol, ci_ranks=(2, 3, 4)):
        out, c = {}, np.zeros(self.dim)
        for n in ci_ranks:
            out['CI', n] = self.solve('CI', n, c, tol); c = out['CI', n][1]
        c = out['CI', 2][1]
        for n in (2, 3, 4):
            out['CC', n] = self.solve('CC', n, c, tol); c = out['CC', n][1]
        return out

    def series(self, kind, n, order):  # Taylor coefficients of E(z)
        low = (self.rank <= n) & (self.rank > 0)
        c0 = np.zeros(self.dim); c0[self.ref] = 1.0
        cs, ts, es = [c0], [0 * c0], [self.fock[self.ref]]
        for m in range(1, order + 1):
            v = self.sigma(cs[-1], n) - self.fock * cs[-1]
            es.append(v[self.ref])
            rhs = -v + sum(es[j] * cs[m - j] for j in range(1, m + 1))
            c = np.zeros(self.dim)
            c[low] = rhs[low] / (self.fock[low] - es[0])
            t = c.copy()
            if kind == 'CC':
                for k in range(2, min(n + 2, 6) + 1):
                    for a in range(1, m):
                        d = self.disconnected(ts[a], cs[m - a], k, n)
                        if k <= n: t -= d
                        else: c += d
            cs.append(c); ts.append(t)
        return np.array(es)

def fold(h, g, e0, core, act):  # freeze doubly occupied orbitals
    veff = sum(2 * g[:, :, c, c] - g[:, c, c, :] for c in core)
    e = e0 + sum(2 * h[c, c] + veff[c, c] for c in core)
    return (h + veff)[np.ix_(act, act)], np.ascontiguousarray(g[np.ix_(act, act, act, act)]), e

row = lambda v, f: ' '.join(f % x for x in v)
R0, ANGLE, errors = 0.96, 105.0, {}
print('R = %.2f A, 2R = %.2f A, angle = %.0f deg, 1 Eh = %.2f kJ/mol' % (R0, 2 * R0, ANGLE, KJMOL))
for tag, R in (('R', R0), ('2R', 2 * R0)):
    y, z = R * np.sin(np.radians(ANGLE / 2)), R * np.cos(np.radians(ANGLE / 2))
    mol = gto.M(atom=[['O', (0, 0, 0)], ['H', (0, y, z)], ['H', (0, -y, z)]], basis='6-31g', symmetry=True, verbose=0)
    mf = scf.RHF(mol); mf.chkfile = None; mf.conv_tol = 1e-11; mf.max_cycle = 200
    mf.irrep_nelec = {'A1': 6, 'B1': 2, 'B2': 2}
    mf.kernel()
    assert mf.converged and np.allclose(mf.mo_occ[:5], 2)
    mo = np.asarray(mf.mo_coeff)
    sym = np.array(symm.label_orb_symm(mol, mol.irrep_id, mol.symm_orb, mo), dtype=int)[1:]
    eps = np.asarray(mf.mo_energy)[1:]
    g13 = np.einsum('abcd,ap,bq,cr,ds->pqrs', mol.intor('int2e'), mo, mo, mo, mo, optimize=True)
    h1, eri, ecore = fold(mo.T @ mf.get_hcore() @ mo, g13, mol.energy_nuc(), [0], list(range(1, 13)))
    sp = Space(h1, eri, eps, sym, 4, 4)
    unit = np.zeros(sp.dim); unit[sp.ref] = 1.0
    assert abs(sp.sigma(unit, 2)[sp.ref] + ecore - mf.e_tot) < 1e-9
    res = sp.ladder(1e-7)
    guess = np.zeros(sp.ns ** 2); guess[sp.full] = res['CC', 4][1]
    solver = direct_spin1_symm.FCI(mol); solver.conv_tol = 1e-10
    efci, vec = solver.kernel(h1, eri, 12, (4, 4), ci0=(guess / np.linalg.norm(guess)).reshape(sp.ns, sp.ns),
                              orbsym=sym, wfnsym=0, ecore=ecore)
    vec = np.asarray(vec).reshape(sp.ns, sp.ns)
    assert solver.converged and abs(fci.spin_op.spin_square0(vec, 12, (4, 4))[0]) < 1e-5
    psi = vec.ravel()[sp.full]
    assert abs(psi @ psi - 1) < 1e-8 and np.linalg.norm(psi - psi[sp.tr]) < 1e-4
    psi = 0.5 * (psi + psi[sp.tr])
    assert np.linalg.norm((sp.sigma(psi, 4) - (efci - ecore) * psi)[sp.rank <= 4]) < 1e-4
    refcc = cc.CCSD(mf, frozen=1); refcc.incore_complete = True; refcc.async_io = False
    refcc.conv_tol = 1e-8; refcc.conv_tol_normt = 1e-6; refcc.max_cycle = 200; refcc.kernel()
    refci = ci.CISD(mf, frozen=1); refci.async_io = False; refci.conv_tol = 1e-10; refci.max_cycle = 100; refci.kernel()
    assert abs(refcc.e_tot - res['CC', 2][0] - ecore) < 1e-6 and abs(refci.e_tot - res['CI', 2][0] - ecore) < 1e-6
    cfci, tfci = sp.complete(psi / psi[sp.ref], 6)
    nc, nt = [[np.linalg.norm(v[sp.rank == k]) for k in range(1, 7)] for v in (cfci, tfci)]
    if tag == 'R':
        print('A1 determinants, rank 0..8:', row(np.bincount(sp.rank), '%d'), 'total', sp.dim)
        assert nt[3] < 0.5 * nc[3]
    print('%s: E(RHF) = %.6f Eh, E(FCI) = %.6f Eh, Ecorr = %.3f mEh' % (tag, mf.e_tot, efci, 1e3 * (efci - mf.e_tot)))
    print(tag + ': FCI weight rank 0..8:', row(np.bincount(sp.rank, psi ** 2), '%.2e'))
    print(tag + ': |C_k| k=1..6:', row(nc, '%.4f'))
    print(tag + ': |T_k| k=1..6:', row(nt, '%.4f'))
    for kind in ('CI', 'CC'):
        err = errors[tag, kind] = np.array([res[kind, n][0] + ecore - efci for n in (2, 3, 4)])
        for n in (2, 3, 4):
            e, c, _ = res[kind, n]
            assert abs(psi @ c) / np.linalg.norm(c) > 0.9
            print('%s: %-8s E = %.6f Eh, error %8.3f mEh, %.3f %% of Ecorr' % (
                tag, kind + NAMES[n], e + ecore, 1e3 * err[n - 2], 100 * (e + ecore - mf.e_tot) / (efci - mf.e_tot)))
        print('%s: %s reduction 2->3 %.2f, 3->4 %.2f, mean per rank %.2f' % (
            tag, kind, abs(err[0] / err[1]), abs(err[1] / err[2]), np.sqrt(abs(err[0] / err[2]))))
    eci, ecc = errors[tag, 'CI'], np.abs(errors[tag, 'CC'])
    assert eci[0] > eci[1] > eci[2] > 0 and ecc[0] > ecc[1] > ecc[2] and np.all(ecc < eci)
    assert eci[0] / eci[1] < eci[1] / eci[2]
for kind in ('CI', 'CC'):
    npe = errors['2R', kind] - errors['R', kind]
    print(kind, 'error(2R)-error(R), n=2,3,4:', row(1e3 * npe, '%.3f'), 'mEh =', row(KJMOL * npe, '%.2f'), 'kJ/mol')

# (6e,6o) subspace of stretched water against explicit Jordan-Wigner matrices
vir = sorted(min(a for a in range(4, 12) if sym[a] == g) for g in set(sym.tolist()))
act = [1, 2, 3] + vir
h6, g6, _ = fold(h1, eri, 0.0, [0], act)
s6 = Space(h6, g6, eps[act], sym[act], 3, 6)
r6 = s6.ladder(1e-10, (2, 3, 4, 6))
low, Z = np.array([[0., 1.], [0., 0.]]), np.diag([1., -1.])
ann = [reduce(np.kron, [np.eye(2) if q > p else low if q == p else Z for q in range(5, -1, -1)]) for p in range(6)]
sec = s6.strs
E1 = np.array([[(ann[p].T @ ann[q])[np.ix_(sec, sec)] for q in range(6)] for p in range(6)])
A2 = np.array([[(ann[s] @ ann[q])[:, sec] for q in range(6)] for s in range(6)])
hs = np.einsum('pq,pqab->ab', h6, E1) + 0.5 * np.einsum('pqrs,rpxa,sqxb->ab', g6, A2, A2, optimize=True)
H = np.kron(hs, np.eye(20)) + np.kron(np.eye(20), hs) + np.einsum('pqrs,pqac,rsbd->abcd', g6, E1, E1, optimize=True).reshape(400, 400)
tau = []
for i, s in enumerate(sec):
    op = reduce(np.matmul, [np.eye(64)] + [ann[a].T for a in range(3, 6) if s >> a & 1]
                + [ann[p] for p in range(3) if not s >> p & 1])[np.ix_(sec, sec)]
    tau.append(op * op[i, 0])
tau = np.array(tau)
rank = (s6.srank[:, None] + s6.srank[None, :]).ravel()
def root(keep):
    w, v = np.linalg.eigh(H[np.ix_(keep, keep)]); i = np.argmax(abs(v[0])); return w[i], v[:, i]
def expvec(T, v):
    out, term = v.copy(), v.copy()
    for k in range(1, 8):
        term = T @ term / k; out += term
    return out
ef6, psi6 = root(np.arange(400))
assert abs(ef6 - r6['CI', 6][0]) < 1e-8
exact = s6.series('CI', 6, 9)
f6 = eps[act]
v6 = g6[:3, 3:, :3, 3:]
mp2 = np.sum(v6 * (2 * v6 - v6.transpose(0, 3, 2, 1)) / (
    f6[:3, None, None, None] - f6[None, 3:, None, None] + f6[None, None, :3, None] - f6[None, None, None, 3:]))
assert abs(mp2 - exact[2]) < 1e-9
print('(6e,6o) FCI series E(2..7):', row(1e3 * exact[2:8], '%.4f'), 'mEh')
zz = 0.05
rz = Space(np.diag(f6) + zz * (h6 - np.diag(f6)), zz * g6, f6, sym[act], 3, 6).ladder(1e-11)
for kind in ('CI', 'CC'):
    for n in (2, 3, 4):
        e, c, t = r6[kind, n]
        v = np.zeros(400)
        if kind == 'CI':
            assert abs(root(np.where(rank <= n)[0])[0] - e) < 1e-8
            v[s6.full] = c
        else:
            v[s6.full] = t
            T = np.einsum('ij,iac,jbd->abcd', v.reshape(20, 20), tau, tau, optimize=True).reshape(400, 400)
            v = expvec(T, np.eye(400)[0])
            linked = expvec(-T, H @ v)
            assert abs(linked[0] - e) < 1e-8 and np.linalg.norm(linked[(rank > 0) & (rank <= n)]) < 1e-8
            assert np.linalg.norm(linked[rank > n]) > 1e-6
        moment = -(psi6 * (H @ v - e * v))[rank > n].sum() / (psi6 @ v)
        assert abs(moment - (e - ef6)) < 1e-8
        ser = s6.series(kind, n, 9)
        assert abs(ser @ zz ** np.arange(10) - rz[kind, n][0]) < 1e-9
        first = int(np.argmax(abs(ser - exact) > 1e-11))
        assert first == (2 * ((n + 2) // 2) if kind == 'CI' else 3 * n // 2 + 1)
        print('(6e,6o) %-8s error %.5f mEh, moment formula %.5f mEh, first order %d, coeff %.3e Eh' % (
            kind + NAMES[n], 1e3 * (e - ef6), 1e3 * moment, first, (ser - exact)[first]))

# two noninteracting copies of the (4e,4o) O-H bond space
outplane = int(np.where(np.bincount(sym) == 2)[0][0])
act = [p for p in [1, 2, 3] + vir if sym[p] != outplane]
h4, g4, _ = fold(h1, eri, 0.0, [0] + [p for p in (1, 2, 3) if sym[p] == outplane], act)
mono = Space(h4, g4, eps[act], sym[act], 2, 4).ladder(1e-10)
h8, g8, e8, y8 = np.zeros((8, 8)), np.zeros((8,) * 4), np.zeros(8), np.zeros(8, int)
for m in ([0, 1, 4, 5], [2, 3, 6, 7]):
    h8[np.ix_(m, m)] = h4; g8[np.ix_(m, m, m, m)] = g4; e8[m] = eps[act]; y8[m] = sym[act]
pair = Space(h8, g8, e8, y8, 4, 4).ladder(1e-9)
gap = {k: [pair[k, n][0] - 2 * mono[k, n][0] for n in (2, 3, 4)] for k in ('CI', 'CC')}
assert max(map(abs, gap['CC'])) < 1e-7 and min(gap['CI']) > 1e-5
assert abs(pair['CC', 4][0] - 2 * mono['CI', 4][0]) < 1e-7
for k in gap:
    print('(4e,4o) %s error of one copy, n=2,3,4:' % k, row([1e3 * (mono[k, n][0] - mono['CI', 4][0]) for n in (2, 3, 4)], '%.4f'), 'mEh')
    print('(4e,4o) %s E(AB)-2E(A), n=2,3,4:' % k, row(1e3 * np.array(gap[k]), '%.4f'), 'mEh')
print('all good')
```

Running it gives:

```
R = 0.96 A, 2R = 1.92 A, angle = 105 deg, 1 Eh = 2625.50 kJ/mol
A1 determinants, rank 0..8: 1 24 384 2792 10550 19936 18680 7840 1234 total 61441
R: E(RHF) = -75.984120 Eh, E(FCI) = -76.120284 Eh, Ecorr = -136.163 mEh
R: FCI weight rank 0..8: 9.55e-01 5.75e-04 4.32e-02 2.18e-04 1.01e-03 9.54e-06 1.21e-05 1.06e-07 3.42e-08
R: |C_k| k=1..6: 0.0245 0.2128 0.0151 0.0325 0.0032 0.0036
R: |T_k| k=1..6: 0.0245 0.2128 0.0162 0.0031 0.0005 0.0001
R: CISD     E = -76.113504 Eh, error    6.780 mEh, 95.021 % of Ecorr
R: CISDT    E = -76.114487 Eh, error    5.796 mEh, 95.743 % of Ecorr
R: CISDTQ   E = -76.120112 Eh, error    0.172 mEh, 99.874 % of Ecorr
R: CI reduction 2->3 1.17, 3->4 33.77, mean per rank 6.28
R: CCSD     E = -76.118766 Eh, error    1.518 mEh, 98.885 % of Ecorr
R: CCSDT    E = -76.119840 Eh, error    0.443 mEh, 99.674 % of Ecorr
R: CCSDTQ   E = -76.120272 Eh, error    0.011 mEh, 99.992 % of Ecorr
R: CC reduction 2->3 3.42, 3->4 38.62, mean per rank 11.50
2R: E(RHF) = -75.586562 Eh, E(FCI) = -75.878801 Eh, Ecorr = -292.239 mEh
2R: FCI weight rank 0..8: 6.22e-01 1.73e-02 3.18e-01 6.28e-03 3.55e-02 5.34e-04 3.49e-04 4.57e-06 7.35e-07
2R: |C_k| k=1..6: 0.1669 0.7155 0.1005 0.2390 0.0293 0.0237
2R: |T_k| k=1..6: 0.1669 0.7202 0.0651 0.0274 0.0031 0.0007
2R: CISD     E = -75.825140 Eh, error   53.661 mEh, 81.638 % of Ecorr
2R: CISDT    E = -75.834311 Eh, error   44.490 mEh, 84.776 % of Ecorr
2R: CISDTQ   E = -75.875192 Eh, error    3.609 mEh, 98.765 % of Ecorr
2R: CI reduction 2->3 1.21, 3->4 12.33, mean per rank 3.86
2R: CCSD     E = -75.868955 Eh, error    9.847 mEh, 96.631 % of Ecorr
2R: CCSDT    E = -75.880311 Eh, error   -1.510 mEh, 100.517 % of Ecorr
2R: CCSDTQ   E = -75.878682 Eh, error    0.120 mEh, 99.959 % of Ecorr
2R: CC reduction 2->3 6.52, 3->4 12.64, mean per rank 9.08
CI error(2R)-error(R), n=2,3,4: 46.881 38.694 3.437 mEh = 123.09 101.59 9.02 kJ/mol
CC error(2R)-error(R), n=2,3,4: 8.328 -1.953 0.108 mEh = 21.87 -5.13 0.28 kJ/mol
(6e,6o) FCI series E(2..7): -147.0402 -16.1488 -24.3402 -6.1848 -8.0068 -0.9623 mEh
(6e,6o) CISD     error 28.80802 mEh, moment formula 28.80802 mEh, first order 4, coeff 1.958e-02 Eh
(6e,6o) CISDT    error 27.94744 mEh, moment formula 27.94744 mEh, first order 4, coeff 1.608e-02 Eh
(6e,6o) CISDTQ   error 0.71060 mEh, moment formula 0.71060 mEh, first order 6, coeff 7.912e-04 Eh
(6e,6o) CCSD     error -0.17633 mEh, moment formula -0.17633 mEh, first order 4, coeff 3.495e-03 Eh
(6e,6o) CCSDT    error -1.30898 mEh, moment formula -1.30898 mEh, first order 5, coeff 3.161e-03 Eh
(6e,6o) CCSDTQ   error 0.06607 mEh, moment formula 0.06607 mEh, first order 7, coeff 3.407e-04 Eh
(4e,4o) CI error of one copy, n=2,3,4: 24.7471 24.2151 0.0000 mEh
(4e,4o) CI E(AB)-2E(A), n=2,3,4: 58.1717 57.7789 20.9796 mEh
(4e,4o) CC error of one copy, n=2,3,4: -1.4240 -2.0222 -0.0000 mEh
(4e,4o) CC E(AB)-2E(A), n=2,3,4: -0.0000 0.0000 0.0000 mEh
all good
```
